\section*{The Quadratic Term and Size Intensivity in EOM-CCSD Spin-Spin Couplings, part 2}

Two magnetic nuclei perturb the electronic Hamiltonian $H$ by static terms $aA+bB$. Their coupling is $hJ=a_Aa_BD$, with hyperfine constants $a_A,a_B$ and $D=\partial^2E/\partial a\,\partial b$ at zero field. CCSD response theory gives $D_{\rm LR}$; a CI-like sum over EOM-CCSD states gives $D_{\rm CI}$. FC means Fermi-contact, PSO paramagnetic spin-orbit.

The closed-shell reference $|0\rangle$ has fixed orbitals. The $\tau_\mu$ create all single and double excitations $|\mu\rangle=\tau_\mu|0\rangle$; $P=\sum_\mu|\mu\rangle\langle\mu|$, $\Pi=|0\rangle\langle0|+P$, $R=1-\Pi$. With the unperturbed cluster operator $T$, $\bar O=e^{-T}Oe^{T}$ and $P\bar H|0\rangle=0$; the CCSD energy is $E_0$. The left ground state $\langle\tilde0|=\langle0|(1+\Lambda)$, $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$, satisfies $\langle\tilde0|0\rangle=1$, $\langle\tilde0|R=0$, $\langle\tilde0|(\bar H-E_0)\Pi=0$ and
\begin{equation}
\eta_\nu+\sum_\mu\lambda_\mu\mathcal A_{\mu\nu}=0,\qquad
\eta_\nu=\langle0|\bar H|\nu\rangle,\qquad
\mathcal A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle .
\label{lambda}
\end{equation}
Also $\mathcal A_{\mu\nu}=\langle\mu|\bar H-E_0|\nu\rangle$, the EOM matrix. With $a_\mu=\langle\mu|\bar A|0\rangle$, $b_\mu=\langle\mu|\bar B|0\rangle$, the amplitudes of $T^A=\sum_\mu t^A_\mu\tau_\mu$ and $T^B$ obey
\begin{equation}
\mathcal A\,t^A=-a,\qquad \mathcal A\,t^B=-b .
\label{first}
\end{equation}

EOM eigenvectors $|r_k\rangle$, $\langle l_k|$ with energies $E_k$ give
\begin{equation}
D_{\rm CI}=\sum_{k\ne0}
\frac{\langle\tilde0|\bar A|r_k\rangle\langle l_k|\bar B|0\rangle}{E_0-E_k}
+(A\leftrightarrow B).
\label{sos}
\end{equation}
The vector $|x^B\rangle=\sum_{k\ne0}|r_k\rangle\langle l_k|\bar B|0\rangle/(E_0-E_k)$ solves $\Pi(E_0-\bar H)|x^B\rangle=\Pi\bar B|0\rangle-|0\rangle\langle\tilde0|\bar B|0\rangle$, $\langle\tilde0|x^B\rangle=0$. Hence, a dot denoting a sum over $\mu$,
\begin{equation}
D_{\rm CI}=\langle\tilde0|\bar AT^B|0\rangle
-(\lambda\cdot t^B)\langle\tilde0|\bar A|0\rangle
+(A\leftrightarrow B).
\label{closed}
\end{equation}

Model molecule $X$ has four orbitals at $0$, $1$, $-1$, $0.5$ eV, four electrons, hopping $-2.5$ eV (neighbours) and $-0.8$ eV (next neighbours), and repulsion 4 eV within an orbital. FC-like operators are $s_z$ of orbitals 1 and 4; PSO-like ones are the currents $i(c_2^\dagger c_1-c_1^\dagger c_2)$ and $i(c_4^\dagger c_3-c_3^\dagger c_4)$, summed over spin. Hyperfine constants are $h\times1000$ MHz, so $J=(4135.668\ {\rm Hz\,eV})D$.

The first derivation, differentiating the CCSD energy, gave $D_{\rm LR}=L+Q$ and $D_{\rm CI}=L+U$, where
\begin{align}
L&=\langle\tilde0|[\bar A,T^B]+[\bar B,T^A]|0\rangle,\nonumber\\
Q&=\langle\tilde0|[[\bar H,T^A],T^B]|0\rangle ,\nonumber\\
U&=\langle\tilde0|T^BP\bar A+T^AP\bar B|0\rangle
-(\lambda\cdot t^B)(\lambda\cdot a)
-(\lambda\cdot t^A)(\lambda\cdot b).
\label{u}
\end{align}
For FC in $X$, $L=0.049593$ eV$^{-1}$. The difference is
\begin{equation}
D_{\rm LR}-D_{\rm CI}=Q-U
=\langle\tilde0|\bar H\,R\,T^AT^B|0\rangle .
\label{main}
\end{equation}
A second derivation, from the perturbed wavefunctions, follows.

\subsection{Exponential and linear wavefunctions}

The same difference can be found without a commutator expansion. Define the transformed Hamiltonian in the presence of both fields,
\begin{equation}
K(a,b)=\bar H+a\bar A+b\bar B .
\end{equation}
Coupled cluster describes the perturbed state by $e^S|0\rangle$, with $S$ built from single and double excitations. Its projected equations say that
\begin{equation}
e^{-S}Ke^S|0\rangle=E|0\rangle+\rho(a,b),\qquad \Pi\rho(a,b)=0 .
\end{equation}
Multiply from the left by $e^S$. Since $S$ raises the excitation level, $e^S\rho(a,b)$ remains in the $R$ space. Projection with $\Pi$ therefore removes it:
\begin{equation}
\Pi(K-E)e^S|0\rangle=0 .
\label{expeq}
\end{equation}
The CI-like theory keeps the same $K$, but restricts the perturbed state to a linear form:
\begin{equation}
\Pi(K-E_{\rm CI})(1+C)|0\rangle=0,
\qquad C=\sum_\mu c_\mu\tau_\mu .
\label{lineq}
\end{equation}
This is an ordinary eigenvalue problem in the $\Pi$ space, with the reference coefficient set to one.

To first order in $a$, the $P$ components of (\ref{expeq}) are
\begin{equation}
P(\bar H-E_0)T^A|0\rangle+P\bar A|0\rangle=0 .
\end{equation}
Equation (\ref{lineq}) gives the same equation for $C^A$. Since the solution is unique, $C^A=T^A$. Contract the full first-order equation with $\langle\tilde0|$. The term containing $\bar H-E_0$ vanishes, leaving
\begin{equation}
E^A=\langle\tilde0|\bar A|0\rangle
\end{equation}
in both theories. They have the same first-order energies and the same first-order amplitudes.

The difference begins at order $ab$. The coefficient of $ab$ in $e^S|0\rangle$ is $(T^{AB}+T^AT^B)|0\rangle$, because $T^A$ and $T^B$ commute. Contraction of (\ref{expeq}) with $\langle\tilde0|$ gives
\begin{align}
0={}&\langle\tilde0|(\bar H-E_0)(T^{AB}+T^AT^B)|0\rangle
+\langle\tilde0|(\bar A-E^A)T^B|0\rangle\nonumber\\
&+\langle\tilde0|(\bar B-E^B)T^A|0\rangle-D_{\rm LR}.
\label{expsecond}
\end{align}
The term with $T^{AB}$ vanishes because $T^{AB}|0\rangle$ lies in the $\Pi$ space. In the linear theory the coefficient of $ab$ is $C^{AB}|0\rangle$ alone, which also lies there. Hence
\begin{equation}
D_{\rm CI}=\langle\tilde0|(\bar A-E^A)T^B|0\rangle
+\langle\tilde0|(\bar B-E^B)T^A|0\rangle .
\label{linsecond}
\end{equation}
This is the closed sum over states (\ref{closed}), because $\langle\tilde0|T^B|0\rangle=\lambda\cdot t^B$. The sum is thus the second derivative of an eigenvalue whose cluster transformation is held fixed. Subtracting (\ref{linsecond}) from (\ref{expsecond}) gives
\begin{equation}
D_{\rm LR}-D_{\rm CI}
=\langle\tilde0|(\bar H-E_0)T^AT^B|0\rangle
=\langle\tilde0|\bar HR\,T^AT^B|0\rangle ,
\end{equation}
which is (\ref{main}) again.

The derivation shows what the linear form cannot represent. Both theories allow double excitations to adjust at second order, so a product of two single excitations causes no discrepancy by itself. The exponential also carries products that are triple or quadruple excitations, and the linear form has no place for them.

\subsection{A spectator without a coupled nucleus}

Let $X$ and $Y$ be distant closed-shell molecules with $H=H_X+H_Y$. Their orbitals are localized on the two molecules, and the cluster solution continuously connected to the separate molecules has $T=T_X+T_Y$. The transformed Hamiltonian then separates as $\bar H=\bar H_X+\bar H_Y$.

Suppose that $A$ and $B$ both act on $X$. Their first-order source vectors contain excitations of $X$ alone. If $\tau_X$ excites $X$, then
\begin{equation}
[\bar H,\tau_X]|0\rangle=[\bar H_X,\tau_X]|0\rangle ,
\end{equation}
which leaves $Y$ in its reference state. The amplitudes of the isolated molecule therefore solve (\ref{first}) for the pair, and invertibility makes this the solution. For the same reason, the $\Lambda$ equation belonging to an excitation of $X$ involves only left amplitudes of $X$. These also keep their isolated values.

There may be mixed left amplitudes, in which each molecule is singly excited. They cannot contribute here, because no perturbed factor excites $Y$. Consequently,
\begin{equation}
L_{XY}=L_X,\qquad Q_{XY}=Q_X,\qquad U_{XY}=U_X .
\end{equation}
Neither method changes its coupling when such a spectator is added. The tested spectator $Y$ has two orbitals at $-1$ and $1.5$ eV, hopping $-2$ eV, the same repulsion of 4 eV, and two electrons. With $Y$ present the FC couplings remain 276.1 Hz for response theory and 277.0 Hz for the CI-like sum. The PSO values remain 148.2 and 147.0 Hz. The test compared all the parts of $D$ separately, to within $10^{-9}$ eV$^{-1}$.

\subsection{One nucleus in each molecule}

Now let $A$ act on $X$, and let $C$ act on $Y$. In the response formula, with $C$ in the place of $B$, the relevant commutators are
\begin{equation}
[\bar A,T^C]=0,\qquad [\bar C,T^A]=0,\qquad
[[\bar H,T^A],T^C]=[[\bar H_X,T^A],T^C]=0 .
\end{equation}
They vanish because number-conserving operators on different orbitals commute. Thus $L=Q=0$ and $D_{\rm LR}=0$, as required for independent molecules.

The CI-like value is $U$. A product of an excitation of $X$ and one of $Y$ lies in the $\Pi$ space when both are singles. Let $s$ label singles of $X$, $u$ singles of $Y$, and $\lambda_{su}$ the mixed left amplitudes. With $c_\mu=\langle\mu|\bar C|0\rangle$, equation (\ref{u}) becomes
\begin{align}
D_{\rm CI}={}&\sum_{su}\lambda_{su}(a_st^C_u+t^A_sc_u)\nonumber\\
&-(\lambda\cdot a)(\lambda\cdot t^C)
-(\lambda\cdot t^A)(\lambda\cdot c).
\label{cross}
\end{align}
The subtracted products include the double excitations of each molecule. The mixed sum contains no such partners, because they would require triple or quadruple left excitations. The mixed amplitudes that are present do not cancel the remaining products either: in general $\lambda_{su}\ne\lambda_s\lambda_u$, since the equations for $\lambda_{su}$ lack the same higher left excitations.

The missing cancellation can be displayed. Suppose the left state were the full product $\langle0|(1+\Lambda_X)(1+\Lambda_Y)$. The first contraction in $U$ would then be $(\lambda\cdot a)(\lambda\cdot t^C)$ and the second $(\lambda\cdot t^A)(\lambda\cdot c)$, so $U$ would vanish. Truncation of the left state at double excitations destroys this factorization. Equation (\ref{main}) describes the same defect from the side of the right state: since $D_{\rm LR}=0$,
\begin{equation}
D_{\rm CI}=-\langle\tilde0|\bar HR\,T^AT^C|0\rangle .
\end{equation}

\subsection{Contact and current operators}

For FC coupling between distant molecules, spin symmetry removes the error. Rotate the electron spins of $X$ alone by $\pi$ about the $x$ axis. The closed-shell reference, $H_X$, $T_X$ and the left equations are unchanged, while $s_z$ on $X$ changes sign. The value of $D_{\rm CI}$ must therefore equal its own negative, so it is zero. The tested FC cross coupling vanishes within numerical rounding. One closed-shell molecule is sufficient for this argument. If both molecules are spin polarized, the argument is unavailable; that case was not computed.

A PSO operator has no such protection from spin. In real orbitals it is $iK$, with $K$ real and antisymmetric. In a Hermitian theory the expectation value of $iK$ in a real, normalized state is zero. In coupled cluster the corresponding quantity is the sum $\langle\tilde0|\bar K|0\rangle=\langle0|\bar K|0\rangle+\lambda\cdot k$, with $k_\mu=\langle\mu|\bar K|0\rangle$. Even where CCSD is exact and this sum vanishes, as for a two-electron molecule, the separate contraction $\lambda\cdot k$ need not vanish.

Spatial symmetry can still help. If a reflection of one molecule leaves its Hamiltonian and reference state unchanged and reverses $K$, the argument used for spin applies. A linear closed-shell molecule has such a reflection for each Cartesian component of the orbital angular momentum about a nucleus on its axis. A planar molecule of low symmetry need not have one for the component normal to its plane, since reflection in that plane leaves this component unchanged.

Take two model currents, one between orbitals 1 and 2 of $X$ and the other between the two orbitals of $Y$, each with $K=c_2^\dagger c_1-c_1^\dagger c_2$ summed over spin. Reversing either current reverses the sign of its contraction and of the coupling below. The contractions are
\begin{equation}
(\lambda\cdot k)_X=0.0369,\qquad(\lambda\cdot k)_Y=0.0728 .
\end{equation}
Since $(i)^2=-1$, the derivative for the currents is minus that for the two real operators $K$. The printed derivative already includes this sign:
\begin{equation}
J_{\rm CI}=(4135.668\ {\rm Hz\,eV})
(-1.885\times10^{-3}\ {\rm eV}^{-1})
\simeq-7.8\ {\rm Hz}.
\end{equation}
The response value is zero within the test tolerance, and so is the exact value for the model. The spurious coupling is 5\% in magnitude of the 147.0 Hz CI-like PSO coupling inside $X$. This ratio is a property of the model. With the true PSO operator of a real molecule it can be orders of magnitude smaller. It does not decay with distance, because the model already contains no interaction between the molecules.

The failure is not confined to imaginary operators. For the charge in the first orbital of each molecule, the CI-like cross derivative is $5.3\times10^{-4}$ eV$^{-1}$ where the response value vanishes.

\subsection{Growth with the number of molecules}

Consider $N$ identical distant molecules and the sum $\sum_mA_m$ of their operators. Both methods give a derivative that is bilinear in the two perturbations. Let $s$ be the derivative with both operators on one molecule, and $c$ the CI-like derivative for an ordered pair of different molecules. A third molecule changes neither number: the amplitudes of one molecule, and the mixed left amplitudes of a pair, obey equations without the third. There are $N$ diagonal terms and $N(N-1)$ ordered pairs, so
\begin{equation}
D_{\rm CI}(N)=Ns+N(N-1)c,\qquad D_{\rm LR}(N)=Ns' .
\label{growth}
\end{equation}
Here $s'$ is the response value for one molecule. The CI-like error per molecule thus contains a part $(N-1)c$ that grows with the number of distant copies.

For copies of $Y$ with their currents summed, $s=s'=-0.89412$ eV$^{-1}$, because CCSD is complete for one two-electron molecule. The computed pair term is $c=-0.00364$ eV$^{-1}$. For three copies,
\begin{equation}
D_{\rm CI}(3)=3(-0.89412)+6(-0.00364)
=-2.7042\ {\rm eV}^{-1},
\end{equation}
in agreement with the direct calculation. Response theory gives $-2.6823$ eV$^{-1}$, three times the single-molecule value. The CI-like sum fails here although CCSD describes each separate molecule exactly. These derivatives describe the response to one common current perturbation and are not themselves couplings between nuclei. The numerical output gives the values for one, two and three copies.

\subsection{What the two derivations assume}

Both derivations need fixed orbitals, static fields, converged unperturbed CCSD amplitudes and an invertible $\mathcal A$. Both also use the fact that an excitation operator cannot bring a vector from the $R$ space back into the $\Pi$ space. This holds when all single and double excitations are retained. If amplitudes are selected in another way, that property must be checked. If parts of $\bar H$ are dropped in some of the equations, the identity between the response Jacobian and the EOM matrix can fail, and (\ref{main}) is then no longer established.

The first derivation uses the stationary left state to remove second-order amplitudes from the energy. In the spectral form (\ref{sos}) it also assumes a complete biorthonormal set of EOM eigenvectors. If the matrix lacks such a set but its ground state is isolated, the linear equations for $|x^B\rangle$ still define the closed expression. The benefit of this route is the separation into $L$, $Q$ and $U$. It shows that the CI-like sum omits $Q$ and inserts $U$, and the commutators make the vanishing of $D_{\rm LR}$ between distant molecules evident term by term.

The second derivation assumes that the perturbed cluster state and the perturbed EOM eigenvector can both be expanded about the same nondegenerate ground state. It needs neither the excited eigenvectors nor the double commutator. It yields the total difference more directly and traces it to the missing triple and quadruple products, but it does not identify $Q$ as a separate contribution.

The two routes also show what a repair must do. Deleting $U$ alone leaves $L$, which vanishes between distant molecules but lacks the quadratic contribution. For FC in $X$ this would give $4135.668\times0.04959\simeq205$ Hz instead of 276.1 Hz. Replacing $U$ by $Q$ restores CCSD response theory. The first-order amplitudes needed for $Q$ are the ones already found for the CI-like coupling.

\section*{Numbers as computed}
\begin{verbatim}
Repulsion U, hoppings X (near, next), Y [eV]: 4.0 -2.5 -0.8 -2.0
Orbital energies X [eV]: [0.0, 1.0, -1.0, 0.5]  Y [eV]: [-1.0, 1.5]
Hyperfine constant/h = 1000 MHz; J/D = 4135.668 Hz eV
X energies [eV]: HF -6.871549, CCSD -7.490256, exact -7.490582
Y CCSD energy -2.248189 eV; X+Y CCSD -9.738445 eV
FC in X, D parts [1/eV]: L 0.0495932, Q 0.0171567, U 0.0173821
FC in X, D [1/eV]: response 0.0667499, CI-like 0.0669753, exact 0.0645698
FC in X, finite-difference D 0.0667499 1/eV; triples+quadruples part -2.254e-04 1/eV
FC in X, J [Hz]: response 276.0555, CI-like 276.9878, exact 267.0393
FC with spectator Y, J [Hz]: response 276.0555, CI-like 276.9878
PSO in X, D parts [1/eV]: L 0.0462665, Q -0.0104239, U -0.0107270
PSO in X, D [1/eV]: response 0.0358426, CI-like 0.0355395, exact 0.0333168
PSO in X, finite-difference D 0.0358426 1/eV; triples+quadruples part 3.031e-04 1/eV
PSO in X, J [Hz]: response 148.2332, CI-like 146.9797, exact 137.7873
PSO with spectator Y, J [Hz]: response 148.2332, CI-like 146.9797
FC across X...Y: CI-like D -5.306e-20 1/eV, response below 1e-9: True
   Lambda.a on X -2.435e-18, on Y -1.162e-19
   CI-like J across X...Y = -2.194e-16 Hz
PSO across X...Y: CI-like D -1.885e-03 1/eV, response below 1e-9: True
   Lambda.a on X 3.691e-02, on Y 7.276e-02 (real K)
   CI-like J across X...Y = -7.798e+00 Hz
charge across X...Y: CI-like D 5.256e-04 1/eV, response below 1e-9: True
   Lambda.a on X -2.558e-02, on Y -4.265e-02
1 copies of Y, summed current, D [1/eV]: response -0.8941157, CI-like -0.8941157
2 copies of Y, summed current, D [1/eV]: response -1.7882315, CI-like -1.7955117
3 copies of Y, summed current, D [1/eV]: response -2.6823472, CI-like -2.7041880
Spurious term c per ordered pair of copies: -3.640e-03 1/eV
\end{verbatim}
